\section*{Which Electrode Starts the Metal Filament: Transit Time against Reduction Time}

\section{What fixes the form of the answer}

In an electrochemical metallization cell, metal ions leave an active anode and drift through a thin insulating film to an inert cathode. Each ion may gain electrons and become a metal atom inside the film, or survive the crossing and be plated at the cathode. Four quantities govern where the metal collects: the film thickness $L$, the drift speed $v$, the rate $k$ at which an ion is reduced in the film, and the thickness $a$ of the region that feeds a nucleus. They contain only lengths and times, so two independent dimensionless numbers can be formed:
\begin{equation}
\Theta=\frac{kL}{v}=\frac{\tau_t}{\tau_r},\qquad r=\frac{a}{L},
\qquad \tau_t=\frac{L}{v},\quad \tau_r=\frac1k .
\end{equation}
Here $\tau_t$ is the transit time and $\tau_r$ the reduction time. If the two electrodes need different amounts of metal for a nucleus, the ratio $g$ of the anode amount to the cathode amount is a third number. As long as ion supply, diffusion and space charge bring in no further scale, the crossover must have the form $\Theta=\Theta^*(r,g)$.

Fast ions or slow reduction make $\Theta$ small and favour the cathode. Slow ions or fast reduction make it large and favour the anode. Dimensional analysis does not say that the change occurs at $\Theta=1$. The value follows from counting where the atoms go.

\section{Model and drift speed}

Let $x=0$ be the anode and $x=L$ the cathode. The film is treated in one dimension, with a uniform field $E=V/L$ and few enough ions that they do not disturb it. Electrons are assumed equally available throughout, so $k$ is uniform. Reduced atoms neither move nor dissolve again before a nucleus forms. Dissolution would release ions that drift on towards the cathode, at a rate that depends on the metal already deposited, so a constant $k$ could not describe it. The assumption is demanding: the dissolution rate must be small compared with the inverse onset time, not merely with $k$, and it is most doubtful beside the anode, where the same metal is being oxidised. The word ``start'' means the first nucleation of metal, not the later shape or growth of the filament.

An ion of charge $ze$ hops between sites a distance $b$ apart. Without field it hops each way at the rate $\Gamma=\nu\exp(-E_a/k_BT)$, where $\nu$ is the attempt rate and $E_a$ the barrier. Halfway along a forward hop the field has lowered the ion's energy by $zeEb/2$; for a backward hop it has raised it by the same amount. The two rates become $\Gamma e^{u}$ and $\Gamma e^{-u}$, with
\begin{equation}
u=\frac{zeVb}{2Lk_BT}.
\end{equation}
The mean displacement per unit time is
\begin{equation}
v=b\left(\Gamma e^{u}-\Gamma e^{-u}\right)=2b\Gamma\sinh u .
\label{speed}
\end{equation}
For small $u$, $\sinh u\simeq u$ and $v\simeq\mu V/L$, with mobility $\mu=zeb^2\Gamma/(k_BT)$. In that regime
\begin{equation}
\Theta\simeq\frac{kL^2}{\mu V}.
\label{lowfield}
\end{equation}

\section{Where the atoms are deposited}

Let $c(x)$ be the ion concentration and $J(x)$ the ion flux towards the cathode. In the steady state, the flux lost across a slice $dx$ equals the reduction in it:
\begin{equation}
J(x)-J(x+dx)=k\,c\,dx .
\end{equation}
Neglecting diffusion for now, $J=vc$, so $c=J/v$ and
\begin{equation}
\frac{dJ}{dx}=-\frac{k}{v}J,\qquad J(x)=J_0e^{-kx/v},
\end{equation}
where $J_0$ is the injected flux. The fraction $e^{-\Theta}$ reaches the cathode surface.

Compare layers of equal thickness $a=rL$, with $r<1/2$ so that the two end layers do not overlap. The anode layer receives the share
\begin{equation}
S_A=\frac{J(0)-J(a)}{J_0}=1-e^{-r\Theta}.
\end{equation}
The cathode layer receives the atoms reduced within it and those plated on the surface:
\begin{equation}
S_C=\left[e^{-(1-r)\Theta}-e^{-\Theta}\right]+e^{-\Theta}
=e^{-(1-r)\Theta}.
\end{equation}
The surface term cancels: every ion that enters the last layer ends there, whichever way it is reduced.

An interior layer beginning at $x$ receives $e^{-kx/v}(1-e^{-r\Theta})$, which is less than $S_A$. If nucleation in the interior needs at least as much metal as at the anode, the interior cannot start first. This is why the choice lies between the two electrodes, given uniform $k$ and $v$.

\section{The crossover}

Let a nucleus form when the deposit per area reaches $N_A$ in the anode layer or $N_C$ in the cathode layer, with $N_A=gN_C$. When the arrival delay is short, the onset times are
\begin{equation}
t_A=\frac{N_A}{J_0S_A},\qquad t_C=\frac{N_C}{J_0S_C},
\qquad \frac{t_A}{t_C}=\frac{gS_C}{S_A}.
\label{onset}
\end{equation}
The injected flux cancels in the ratio. Equal onset times require
\begin{equation}
1-e^{-r\Theta}=g\,e^{-(1-r)\Theta}.
\label{root}
\end{equation}
To see that this has one root, define $F=S_A-gS_C$. It equals $-g$ at $\Theta=0$ and tends to $1$ at large $\Theta$, while
\begin{equation}
\frac{dF}{d\Theta}=r e^{-r\Theta}+g(1-r)e^{-(1-r)\Theta}>0 .
\end{equation}
Below the root the cathode starts first; above it the anode does.

A closed form follows from writing the left side of (\ref{root}) symmetrically:
\begin{equation}
1-e^{-r\Theta}=2e^{-r\Theta/2}\sinh\frac{r\Theta}{2}
\simeq r\Theta\,e^{-r\Theta/2}.
\end{equation}
The relative error of this step is about $(r\Theta)^2/24$, because $\sinh y=y(1+y^2/6+\dots)$ with $y=r\Theta/2$. Insert it in (\ref{root}) and multiply by $e^{r\Theta/2}$:
\begin{equation}
r\Theta=g\,e^{-c_r\Theta},\qquad c_r=1-\tfrac32r .
\end{equation}
Multiplying by $(c_r/r)e^{c_r\Theta}$ gives
\begin{equation}
c_r\Theta\,e^{c_r\Theta}=\frac{gc_r}{r}
\quad\Longrightarrow\quad
\Theta^*\simeq\frac{1}{c_r}\,W\!\left(\frac{gc_r}{r}\right),
\label{lambert}
\end{equation}
where the Lambert function $W(y)$ is the positive solution of $We^W=y$ for $y>0$.

For thin layers, $\Theta^*\simeq W(gL/a)$, which grows roughly as a logarithm of $L/a$. The reason is a difference in collecting power. At $\Theta=1$ the cathode layer gathers every ion that reaches it, a share close to $e^{-1}$, whereas the anode layer catches the small share $r$ reduced within it. With equal thresholds and $r\ll1$, the cathode therefore still wins when the two times are equal. Reduction must be faster than that before the anode can lead.

\section{How large: a 20 nm film}

Take round model parameters: $L=20$ nm, $a=2$ nm, $b=0.5$ nm, $z=1$, $E_a=0.40$ eV, $\nu=10^{13}$ s$^{-1}$, $T=300$ K, $k=10^5$ s$^{-1}$ and $g=1$. Then $k_BT=0.02585$ eV and $\Gamma=1.907\times10^6$ s$^{-1}$. At 1 V,
\begin{align}
u&=\frac{1\times0.5}{2\times20\times0.02585}=0.4835,\\
v&=2(0.5\times10^{-9})(1.907\times10^6)(0.5026)
 =9.58\times10^{-4}\ \text{m/s}.
\end{align}
The transit time is $20.9\ \mu$s, the reduction time $10\ \mu$s, and $\Theta=2.09$.

For the crossover, $r=0.1$ and $c_r=0.85$, so (\ref{lambert}) gives $\Theta^*=W(8.5)/0.85=1.933$. The numerical root of (\ref{root}) is $1.932$. Within the drift model, the 1 V case lies slightly on the anode side.

The same boundary can be expressed in device variables. At fixed voltage, the critical reduction rate is
\begin{equation}
k^*=\frac{\Theta^*}{\tau_t}
=\frac{1.932}{20.87\times10^{-6}\ \text{s}}
=9.26\times10^4\ \text{s}^{-1}.
\end{equation}
At fixed $k$ and 1 V, the critical effective mobility $vL/V$, which at $u=0.48$ lies about 4\% above the low-field $\mu$, is
\begin{equation}
\mu^*=\frac{kL^2}{\Theta^*V}
=\frac{10^5(20\times10^{-9})^2}{1.932}
=2.07\times10^{-11}\ \text{m}^2\,\text{V}^{-1}\text{s}^{-1}.
\end{equation}
The model ion has $vL/V=1.92\times10^{-11}$ in the same unit and is a little too slow for a cathode start. If voltage is varied, setting $v=kL/\Theta^*$ in (\ref{speed}) and solving for $V$ gives
\begin{equation}
V^*=\frac{2k_BTL}{zeb}\,
\operatorname{arsinh}\!\left(\frac{kL}{2b\Gamma\Theta^*}\right).
\end{equation}
The argument is $0.543$, its inverse hyperbolic sine $0.519$, and the prefactor $2.068$ V; hence $V^*=1.07$ V.

To include random hopping, the film was also divided into 40 sites. Ions enter the first site, hop both ways at the rates given above, are reduced at rate $k$ on every site, and leave the last site by plating. Solving the resulting linear steady-state equations gives the final two columns below.

\begin{center}
\begin{tabular}{cccccc}
$V$ (V) & $\Theta$ & \multicolumn{2}{c}{drift} & \multicolumn{2}{c}{hopping}\\
 & & $S_A$ & $S_C$ & $S_A$ & $S_C$\\
0.5 & 4.30 & 0.349 & 0.021 & 0.303 & 0.039\\
1.0 & 2.09 & 0.188 & 0.153 & 0.179 & 0.169\\
2.0 & 0.93 & 0.089 & 0.432 & 0.088 & 0.438
\end{tabular}
\end{center}

With equal thresholds, the hopping shares make the anode start about 7.7 times sooner than the cathode at 0.5 V. At 2 V the cathode starts about 5 times sooner. At 1 V the two nearly tie. When $k$ is set to $1/\tau_t$ at 1 V, so that the two times are equal, the shares are $S_A=0.093$ and $S_C=0.417$: a clear cathode start.

\section{Why diffusion moves the boundary}

The drift formula underestimates the cathode share at 0.5 V by nearly a factor of two. Diffusion accounts for this. The mean squared spread per unit time in the hopping model is $b^2(\Gamma e^u+\Gamma e^{-u})=2D$, so $D=b^2\Gamma\cosh u$. The flux is now
\begin{equation}
J=vc-D\frac{dc}{dx},\qquad \frac{dJ}{dx}=-kc .
\end{equation}
For $c\propto e^{-\kappa x}$, the first equation gives $J=(v+D\kappa)c$ and the second gives $\kappa J=kc$. Therefore
\begin{equation}
k=v\kappa+D\kappa^2 .
\end{equation}
The falling concentration adds a forward diffusive flux, so ions penetrate farther than drift alone would take them. With $q=\kappa L$ and the P\'eclet number $\mathrm{Pe}=vL/D$, division by $v/L$ gives $\Theta=q+q^2/\mathrm{Pe}$. The layer shares keep their earlier form with $q$ in place of $\Theta$. The crossover is thus at $q=\Theta^*$, or
\begin{equation}
\Theta^*_{D}=\Theta^*+\frac{(\Theta^*)^2}{\mathrm{Pe}} .
\label{diff}
\end{equation}
This neglects a second solution confined to a distance of about $D/v$ from the cathode, which is justified when $D/v\ll a$.

At 1 V, $\mathrm{Pe}=35.9$ and $D/v=L/\mathrm{Pe}=0.56$ nm. Equation (\ref{diff}) gives $1.932+3.733/35.9=2.036$; the hopping equations give $2.037$. The critical rate becomes $9.76\times10^4$ s$^{-1}$, and the critical voltage at $k=10^5$ s$^{-1}$ becomes 1.02 V. The drift value of 1.07 V is thus about 5\% too high relative to the hopping result.

At 0.5 V, $\mathrm{Pe}=2(L/b)\tanh u\simeq19$. Solving $q+q^2/19=4.30$ gives $q\simeq3.61$ and $S_C=e^{-0.9q}\simeq0.039$, the value in the table.

\section{Conditions that can change the answer}

\subsection{Unequal nucleation thresholds}

A rough or chemically favourable surface may need less metal for a nucleus. At 1 V, the hopping crossover is $\Theta=1.24$ for $g=1/3$ and $3.01$ for $g=3$. A ninefold change in threshold ratio thus moves the boundary by a factor of 2.4. The dependence is weak but not negligible, and an observed starting electrode does not by itself determine $k/v$.

\subsection{Arrival delay and space charge}

The anode layer begins to collect metal as soon as ions enter; the cathode layer must wait for them to cross. For a sufficiently small threshold the anode therefore starts first even when $\Theta<\Theta^*$. The uniform-field assumption limits how much this matters. The number of ions in transit per area is
\begin{equation}
\int_0^L\frac{J}{v}\,dx=\frac{J_0}{k}\left(1-e^{-\Theta}\right)\le J_0\tau_t ,
\end{equation}
since $1-e^{-\Theta}\le\Theta$. Their charge must be small compared with the electrode charge per area, $\epsilon V/L$, where $\epsilon$ is the film permittivity.

For relative permittivity 10 and 1 V, the electrode charge is $4.43\times10^{-3}$ C/m$^2$. Choose $zeJ_0\tau_t$ to be one tenth of it. Then $J_0\tau_t$ is about $0.003$ ions/nm$^2$ and $J_0=1.32\times10^{20}$ m$^{-2}$s$^{-1}$, or 21 A/m$^2$. With a threshold of 1 atom/nm$^2$, (\ref{onset}) and the hopping shares give
\begin{equation}
t_A=\frac{10^{18}}{1.32\times10^{20}\times0.179}\ \text{s}=42\ \text{ms},
\qquad t_C=45\ \text{ms}.
\end{equation}
A transit of $0.021$ ms is about $0.05\%$ of either time. This flux is small, about 0.2 pA through a cell of $(100\ \text{nm})^2$. At much larger currents the field is no longer uniform, and the ion motion must be solved together with the electrostatics. These onset times also set how slow dissolution must be. If atoms inside the film dissolve at a first-order rate while plated atoms stay, then at this flux and threshold a rate of about 1 s$^{-1}$ removes the anode start at 1 V, and about 40 s$^{-1}$ removes it at 0.5 V; both are far below $k$.

\subsection{Slow plating at the cathode}

The rate $k$ describes reduction inside the film, not charge transfer at the cathode surface. If surface plating is slow, ions wait beside the cathode. Where their net flux nearly vanishes, $vc=D\,dc/dx$, so their concentration falls away from the surface over $D/v=0.56$ nm. Most are then reduced within the same 2 nm layer. With plating blocked completely, the hopping equations lower the cathode share at crossover from $0.176$ to $0.173$. At 1 V the start hardly moves: the crossover goes from $2.04$ to $2.03$. This needs $D/v\ll a$. At 0.25 V, where $D/v\simeq a$, blocking lowers the crossover from $2.36$ to $2.01$.

There is a limit to this tolerance. With blocked plating, all injected ions must be reduced in the film, so it holds $J_0/k=J_0\tau_t/\Theta$ ions per area. When $\Theta$ is very small this far exceeds the usual transit population, and the waiting charge can disturb the field.

\subsection{Electron supply that varies through the film}

Suppose electrons are more plentiful near the cathode, so that $k$ rises with $x$. The deposition rate per volume is $R=kJ/v$. Using $dJ/dx=-kJ/v$ with uniform $v$,
\begin{equation}
\frac{dR}{dx}=\frac{J}{v}\left(\frac{dk}{dx}-\frac{k^2}{v}\right).
\end{equation}
For $k\propto e^{x/\ell}$, $dk/dx=k/\ell$, and $R$ has a maximum where $k=v/\ell$. If that point lies well inside the film, nucleation may begin at neither electrode.

As an example, let $\ell=4$ nm and $k=v/\ell$ at $x=10$ nm, with 1 V applied. The hopping equations put the maximum at the site centred on 10.25 nm, which agrees with 10 nm within the 0.5 nm site spacing. When the film is divided into ten successive 2 nm layers, the best interior layer receives 0.181 of the ions, the anode layer 0.051 and the cathode layer 0.005. With equal thresholds, the filament starts in the interior.

\section{What to do about it}

Within this model, the control at fixed thickness is the ratio $k/v$, not mobility alone. To favour a cathode start, make ions faster, suppress electron capture in the film, or use a thinner film if this leaves $k$ unchanged. To favour an anode start, do the reverse. In the low-field regime at fixed voltage and fixed $k$, (\ref{lowfield}) gives $\Theta\propto L^2$. For fixed $a\ll L$, the boundary $W(gL/a)$ rises more slowly than $L$, because $d\ln W/d\ln L=1/(1+W)<1$. Thickening the film therefore moves the start towards the anode, as long as $k$ stays the same. If the field injects the electrons, a thicker film at the same voltage also has a smaller $k$, and the trend can reverse.

Voltage needs more care. At fixed thickness,
\begin{equation}
\frac{d\ln\Theta}{dV}=\frac{d\ln k}{dV}-\frac{d\ln v}{dV}.
\end{equation}
If $k$ stays fixed, a higher voltage favours the cathode, as in the table. If the voltage also injects electrons and $k$ rises faster than $v$, the trend reverses. A start that moves towards the anode at higher voltage is therefore compatible with this mechanism. In the drift model, with a fixed threshold ratio and negligible arrival delay and space charge, it requires a reduction rate that rises faster with voltage than the drift speed does. With fast plating at the cathode, diffusion relaxes this condition slightly: $\mathrm{Pe}$ grows with voltage, so the boundary (\ref{diff}) falls, and a film close to it can change to an anode start even if $k$ only keeps pace with $v$.

A useful design margin follows from the logarithm of (\ref{onset}). In the drift model, at fixed $r$ and $g$,
\begin{equation}
\frac{d\ln(t_A/t_C)}{d\ln\Theta}
=-\left[(1-r)\Theta+\frac{r\Theta}{e^{r\Theta}-1}\right].
\end{equation}
At $\Theta=1.932$ and $r=0.1$, the bracket is $1.74+0.91=2.65$. A 10\% increase in $k/v$ thus lowers $t_A/t_C$ by roughly a quarter. The 1 V example is too close to the boundary for a dependable choice: in the hopping model, lowering $k$ by 2.4\% is enough to reverse it. The cases at 0.5 V and 2 V, with onset times separated by factors of about 8 and 5, tolerate a factor of about 2 in $k/v$. Because $v\propto e^{-E_a/k_BT}$, that factor corresponds to only about 20 meV in the barrier, or about 15 K in temperature at fixed $k$, so a spread of barriers in a real film can still reverse them.

All numerical values are calculated from the stated model.
